# Gold and silver d-s gaps, relativity, and the onset of absorption

## Problem

Metallic gold begins to absorb strongly near 2.4 eV and metallic silver near 3.7 eV (rough measured values). In both metals the onset is mainly an interband transition from the top of the filled d band to empty states just above the Fermi level. In silver, transitions between conduction bands begin at nearly the same energy, and gold has weaker interband absorption starting below 2 eV. This exercise asks how much of the difference can be traced to relativity in the free atoms.

The atoms Ag (4d$^{10}$5s$^1$) and Au (5d$^{10}$6s$^1$) are treated by the Dirac-Coulomb equation in a self-consistent potential. The electron density $n$ is spherical and not spin-polarized, and exchange and correlation are taken in the local-density approximation (LDA). The nucleus is a uniformly charged sphere of radius 7 fm. Breit and QED terms are left out.

In Hartree atomic units, with the rest energy subtracted, the large and small radial functions $P$ and $Q$ obey

$$VP+c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)Q=\varepsilon P,\qquad c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P+(V-2c^2)Q=\varepsilon Q .\tag{1}$$

Here $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. Thus s$_{1/2}$ has $\kappa=-1$, d$_{3/2}$ has $\kappa=2$ and d$_{5/2}$ has $\kappa=-3$.

The speed of light is $c=137.036$. The equations are solved self-consistently at this value and at $50c$, with these orbital energies in eV:

| Atom | Speed of light | $s_{1/2}$ | $d_{3/2}$ | $d_{5/2}$ |
|---|---|---|---|---|
| Ag | $50c$ | −4.283 | −8.128 | −8.128 |
| Ag | $c$ | −4.713 | −8.007 | −7.446 |
| Au | $50c$ | −4.417 | −8.293 | −8.292 |
| Au | $c$ | −6.093 | −8.089 | −6.551 |

The s level is 5s or 6s, and the d level is 4d or 5d. The third decimal lets the sums be followed; the model does not predict real atoms that finely.

**(a)** Show that (1) becomes the radial Schrödinger equation as $c\to\infty$. Find the leading correction to a level in a fixed potential, and the order of the d levels.

**(b)** Find the gap $g=\varepsilon(s_{1/2})-\varepsilon(d_{5/2})$ for each atom at both speeds of light, and its narrowing.

**(c)** For gold, separate the effect of the Dirac equation in a fixed potential from the effect of the changed potential.

**(d)** Is $g$ the energy needed to move a d electron into the s shell?

**(e)** Relate the narrowing to the two absorption onsets, and say where the argument stops.

## Solution

### (a) The large-c limit and its first correction

Write $F=P'+\kappa P/r$. The second equation in (1) gives

$$Q=\frac{cF}{2c^2+\varepsilon-V}=\frac{1}{2c}\left(1+\frac{\varepsilon-V}{2c^2}\right)^{-1}F .$$

When $|\varepsilon-V|\ll2c^2$, the bracket may be expanded:

$$Q=\frac{F}{2c}-\frac{(\varepsilon-V)F}{4c^3}+\dots\tag{2}$$

Insert the first term into the first equation of (1). The factors of $c$ cancel:

$$\frac12\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)\left(P'+\frac{\kappa P}{r}\right)
=\frac12\left[-P''-\frac{\kappa P'}{r}+\frac{\kappa P}{r^2}+\frac{\kappa P'}{r}+\frac{\kappa^2P}{r^2}\right].$$

The terms in $P'$ cancel. For $\kappa=l$ one has $\kappa(\kappa+1)=l(l+1)$, and for $\kappa=-(l+1)$ one has $\kappa(\kappa+1)=(-l-1)(-l)=l(l+1)$ as well. Hence

$$-\frac12P''+\frac{l(l+1)}{2r^2}P+VP=\varepsilon P .\tag{3}$$

This is the radial Schrödinger equation. It depends on $l$ but not on $j$, so d$_{3/2}$ and d$_{5/2}$ coincide in the limit. In the table they differ by at most 0.001 eV at $50c$.

The second term of (2) adds to the left side of (3)

$$-\frac{1}{4c^2}\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)\left[(\varepsilon-V)F\right].$$

Let $P_0$, normalized to $\int P_0^2\,dr=1$, solve (3) with energy $\varepsilon_0$. Multiply the corrected equation by $P_0$ and integrate. The Schrödinger operator acting to the left gives $\varepsilon_0$. In the correction, integration by parts moves the derivative onto $P_0$, and the boundary terms vanish. To leading order $P$ and $\varepsilon$ may then be replaced by $P_0$ and $\varepsilon_0$:

$$\delta\varepsilon_\kappa=-\frac{1}{4c^2}\int_0^\infty(\varepsilon_0-V)\left(P_0'+\frac{\kappa P_0}{r}\right)^2dr .\tag{4}$$

The shift is of order $1/c^2$. Near the nucleus $\varepsilon_0-V$ is large and positive, so that region lowers the level. The factor $\varepsilon_0-V$ changes sign where $V$ rises above $\varepsilon_0$, which for $l>0$ lies outside the outer classical turning point. There $V<0$ gives $|\varepsilon_0-V|<|\varepsilon_0|$, and $P_0$ is already decaying.

For the d levels, subtract the squares for $\kappa=2$ and $\kappa=-3$:

$$\left(P_0'+\frac{2P_0}{r}\right)^2-\left(P_0'-\frac{3P_0}{r}\right)^2=\frac{10P_0P_0'}{r}-\frac{5P_0^2}{r^2}.$$

Since $10P_0P_0'=5(P_0^2)'$, integration by parts gives

$$\int(\varepsilon_0-V)\frac{5(P_0^2)'}{r}dr=5\int P_0^2\left[\frac{V'}{r}+\frac{\varepsilon_0-V}{r^2}\right]dr .$$

The last term cancels the integral of $-5(\varepsilon_0-V)P_0^2/r^2$. Therefore

$$\delta\varepsilon(d_{3/2})-\delta\varepsilon(d_{5/2})=-\frac{5}{4c^2}\int_0^\infty\frac{V'}{r}P_0^2\,dr .\tag{5}$$

An attractive atomic potential rises outward, so $V'>0$ and d$_{3/2}$ lies below d$_{5/2}$. This is spin-orbit splitting. The upper level, d$_{5/2}$, is the one that matters for the smallest gap.

In the self-consistent atom the density also changes at order $1/c^2$, and so does $V$. The narrowing should therefore fall by a factor of 4 when a large $c$ is doubled. Measured from the Schrödinger gap, gold's narrowing is 0.1846 eV at $4c$ and 0.0459 eV at $8c$, a ratio of 4.0.

The leading term alone is not accurate at physical $c$ in gold. For a Coulomb potential, $|V|$ reaches $2c^2$ at $r=Z/(2c^2)$. With $Z/c=0.576$ this is $0.576/(2\times137)=0.0021$ bohr, and inside that radius (2) fails. A Coulomb potential has such a region for every $Z$. Its radius divided by the innermost orbital radius $1/Z$ is $(Z/c)^2/2$, about 0.17 for gold and 0.06 for silver, so the region is relatively larger in gold. Scaling the $4c$ result by $1/c^2$ predicts a narrowing of $16\times0.1846=2.95$ eV. The full result in part (b) is about 0.5 eV larger, which measures the higher orders.

### (b) The gaps

At $50c$ the gaps are

$$g_{\rm Ag}=-4.283+8.128=3.845\ \text{eV},\qquad g_{\rm Au}=-4.417+8.292=3.875\ \text{eV}.$$

Separate Schrödinger calculations give the same gaps to about 0.001 eV, so $50c$ is large enough. At physical $c$,

$$g_{\rm Ag}=-4.713+7.446=2.733\ \text{eV},\qquad g_{\rm Au}=-6.093+6.551=0.458\ \text{eV}.$$

The narrowings $N=g(50c)-g(c)$ are

$$N_{\rm Ag}=3.845-2.733=1.112\ \text{eV},\qquad N_{\rm Au}=3.875-0.458=3.417\ \text{eV}.$$

Without relativity, gold's gap is 0.03 eV larger than silver's. With it, gold's gap is 2.275 eV smaller than silver's. In this model, then, the smaller orbital gap $g$ of gold is entirely a relativistic effect. The promotion energy of part (d) differs slightly: there gold is already 0.22 eV below silver at $50c$.

Both levels contribute. In silver, s falls by 0.430 eV and d$_{5/2}$ rises by 0.682 eV. In gold, the shifts are 1.676 eV down and 1.742 eV up. These are computed from unrounded levels, so here and in part (c) they can differ by 0.001 eV from sums of rounded entries.

The ratio of narrowings is 3.07. If the narrowing followed $(Z/c)^2$, the ratio would be $(79/47)^2=2.83$. The rough agreement shows that $Z^2$ gives the right scale here, but two atoms do not establish a law.

The splitting of the d shell is only part of the effect. Weight the d levels by their occupations, 4 and 6. The gap from s to this mean is 2.958 eV in silver and 1.073 eV in gold at physical $c$. It has narrowed by $3.845-2.958=0.887$ eV and $3.875-1.073=2.802$ eV. The remaining 0.2 eV in silver and 0.6 eV in gold come from d$_{5/2}$ lying above the mean.

### (c) Two effects in gold

First keep the potential found at $50c$ and solve (1) in it with physical $c$. The resulting shift is the direct effect. Then replace the potential by the self-consistent one at physical $c$. The further shift is the indirect effect. By construction the two add up to the total shift. Taking the steps in the other order could divide it differently.

| Level | Direct (eV) | Indirect (eV) |
|---|---|---|
| 6s$_{1/2}$ | −2.538 | +0.863 |
| 5d$_{3/2}$ | −3.131 | +3.334 |
| 5d$_{5/2}$ | −1.260 | +3.002 |

The direct effect lowers all three levels, as (4) suggests, and lowers d$_{3/2}$ more than d$_{5/2}$, as (5) requires. The changed potential raises all three. For 6s the direct effect wins:

$$-2.538+0.863=-1.675\ \text{eV}.$$

For 5d$_{5/2}$ the indirect effect wins:

$$-1.260+3.002=+1.742\ \text{eV}.$$

The 5d level therefore rises because the self-consistent potential has changed, not because of the Dirac correction in a fixed potential.

Electrostatics suggests how. A thin spherical shell of electron charge $q$ at radius $r'$ gives another electron at radius $r$ the repulsion energy $q/\max(r,r')$. Moving the shell inward leaves this energy unchanged if the shell was already inside $r$, and raises it otherwise. Contracted shells therefore screen the nucleus more effectively. The calculation shows that the new potential raises 5d, but it does not separate the contributions of individual shells, so assigning the rise to contracted s and p shells remains an interpretation. By the rule above, what counts is charge moving inward across the 5d region. The outer 5p and 6s shells therefore matter as well as the inner ones, and the expanding 5d and 4f shells act the other way.

The mean radii show the outcome. From $50c$ to $c$, 6s contracts from 3.313 to 2.838 bohr, or 14% of its initial value. The 5d$_{5/2}$ orbital expands from 1.580 to 1.659 bohr, or 5%. The 5d$_{3/2}$ radius hardly changes, going from 1.580 to 1.572 bohr.

### (d) A gap is not a promotion energy

Let $f_i$ be the occupation of orbital $i$, so that $n=\sum_i f_i|\psi_i|^2$. The total energy is

$$E=\sum_i f_i\langle\psi_i|h|\psi_i\rangle+G[n],$$

where $h$ contains the Dirac kinetic operator and the nuclear attraction, and $G$ contains the electron repulsion and exchange-correlation energy. With $v=\delta G/\delta n$, the orbitals obey $(h+v)\psi_j=\varepsilon_j\psi_j$. Changing $f_i$ changes the energy explicitly and also through the orbitals:

$$\frac{dE}{df_i}=\langle\psi_i|h+v|\psi_i\rangle+\sum_jf_j\,\varepsilon_j\frac{d}{df_i}\langle\psi_j|\psi_j\rangle=\varepsilon_i .\tag{6}$$

The sum vanishes because each orbital stays normalized.

Now move $\lambda$ electrons from d$_{5/2}$ to s. The s occupation grows at unit rate while that of d$_{5/2}$ falls at unit rate, so $dE/d\lambda=\varepsilon_s-\varepsilon_d=g(\lambda)$, and

$$E(d^9s^2)-E(d^{10}s^1)=\int_0^1g(\lambda)\,d\lambda .\tag{7}$$

The orbital gap is the integrand at $\lambda=0$. It equals the promotion energy only if the average of $g$ over the transfer equals its initial value.

It does not. At physical $c$, total-energy differences give promotion energies of 3.735 eV for silver and 0.991 eV for gold, against initial gaps of 2.733 and 0.458 eV. Integrating $g(\lambda)$ numerically gives the same promotion energies, which tests (7).

At $50c$ the promotion energies are 5.013 eV for silver and 4.789 eV for gold. They narrow by

$$5.013-3.735=1.278\ \text{eV},\qquad 4.789-0.991=3.798\ \text{eV}.$$

The absolute energies depend on the measure chosen, but the much larger narrowing in gold does not.

### (e) From the atoms to the metals

Onsets of 2.4 and 3.7 eV correspond to wavelengths of 517 and 335 nm. Taking 400 nm, or 3.10 eV, as the violet end of the visible range, gold's onset lies inside the range and silver's lies beyond it. Gold therefore absorbs part of the blue and violet light and reflects the longer wavelengths better, which gives it a yellow colour. Silver has no such onset in the visible.

The atomic trend has the right sign. Relativity brings the s and d levels closer in both atoms, and much closer in gold. The size agrees only roughly: the onsets differ by 1.3 eV, while the atomic gaps differ by 2.3 eV and the promotion energies by $3.735-0.991=2.7$ eV.

The atomic values cannot be read as onsets. Silver's promotion energy happens to lie close to 3.7 eV, but gold's is 0.991 eV, far below 2.4 eV. In a metal, the d levels broaden into a band, the s states mix with p states, and the final states begin at the Fermi level. None of this is in the atomic calculation.

A thought experiment shows what the trend can support. Suppose that removing relativity raised each metal's onset by the full atomic narrowing of $g$:

$$\text{Ag: }3.7+1.1=4.8\ \text{eV},\qquad \text{Au: }2.4+3.4=5.8\ \text{eV}.$$

Using the promotion energies instead gives 5.0 and 6.2 eV. Both onsets would then be in the ultraviolet.

These estimates put gold about 1 eV above silver, although the nonrelativistic atomic gaps are nearly equal. The atomic calculation does not show how much of the shift carries over to either metal; that needs a band calculation.

The conclusion about colour needs much less. Gold's onset leaves the visible range if it rises by $3.10-2.4=0.7$ eV. That is $0.7/3.417\approx0.2$ of the atomic narrowing. If at least about one fifth of the atomic effect survives in the metal, gold without relativity would lack its visible interband onset and would look more like silver. This fraction refers to the s–d gap, but a d→s transition is dipole forbidden, so the optical final states need p (or f) character. In the same potentials the gap from 5d$_{5/2}$ to the empty 6p level narrows by only 2.1 eV (6p$_{1/2}$) or 1.6 eV (6p$_{3/2}$), and the fraction needed is then one third to nearly one half. The atomic calculation makes the conclusion plausible but does not prove it.

The LDA is a further limit, since its orbital energies are those of an approximate functional. The numbers use nonrelativistic Slater exchange with VWN correlation. PW92 correlation moves the gaps by about 0.004 eV, and the relativistic correction to LDA exchange raises $g$ at physical $c$ to 0.52 eV in gold and 2.77 eV in silver. The finite nuclear size matters little by comparison: to first order it shifts gold's 6s level by 0.006 eV, and self-consistently it widens the gold gap by about 0.008 eV relative to a point nucleus. The remaining checks are in the numerical output below.

## Numbers as computed

```
physical c = 137.036 a.u.; very large c = 6851.8 a.u.
nuclear radius (input) = 7.0 fm; first-order shift of Au 6s = 0.0059 eV
Z=79 one-electron s1/2, p1/2 levels against direct integration: largest relative error = 1.2e-05
Z=79 one-electron 5d levels against Dirac formula: largest relative error = 8.4e-07
neon valence levels, largest difference = 4.3e-06 hartree
Ag: Z = 47, Z/c = 0.343
Ag large c: e(5s) = -4.283 eV, e(4d3/2) = -8.128 eV, e(4d5/2) = -8.128 eV
Ag large c: gap s-d5/2 = 3.845 eV, gap s-mean d = 3.845 eV
Ag physical c: e(5s) = -4.713 eV, e(4d3/2) = -8.007 eV, e(4d5/2) = -7.446 eV
Ag physical c: gap s-d5/2 = 2.733 eV, gap s-mean d = 2.958 eV
Ag Schroedinger gap = 3.845 eV
Ag narrowing of s-d5/2 gap = 1.112 eV
Ag shift of s = -0.430 eV, of d5/2 = 0.682 eV
Ag promotion d10s1 to d9s2: large c 5.013 eV, physical c 3.735 eV
Ag integrated gap, physical c = 3.735 eV
Ag narrowing of promotion energy = 1.278 eV
Au: Z = 79, Z/c = 0.576
Au large c: e(6s) = -4.417 eV, e(5d3/2) = -8.293 eV, e(5d5/2) = -8.292 eV
Au large c: gap s-d5/2 = 3.875 eV, gap s-mean d = 3.875 eV
Au physical c: e(6s) = -6.093 eV, e(5d3/2) = -8.089 eV, e(5d5/2) = -6.551 eV
Au physical c: gap s-d5/2 = 0.458 eV, gap s-mean d = 1.073 eV
Au Schroedinger gap = 3.876 eV
Au narrowing of s-d5/2 gap = 3.417 eV
Au shift of s = -1.676 eV, of d5/2 = 1.742 eV
Au promotion d10s1 to d9s2: large c 4.789 eV, physical c 0.991 eV
Au integrated gap, physical c = 0.991 eV
Au narrowing of promotion energy = 3.798 eV
gap(Ag) - gap(Au), large c = -0.030 eV
gap(Ag) - gap(Au), physical c = 2.275 eV
narrowing ratio Au/Ag = 3.07; (79/47)^2 = 2.83
Au narrowing at 4c = 0.1846 eV, at 8c = 0.0459 eV, ratio = 4.03
Au 6s1/2: direct shift = -2.538 eV, indirect shift = 0.863 eV
Au 6s1/2: mean radius, large c = 3.313 bohr, physical c = 2.838 bohr
Au 5d3/2: direct shift = -3.131 eV, indirect shift = 3.334 eV
Au 5d3/2: mean radius, large c = 1.580 bohr, physical c = 1.572 bohr
Au 5d5/2: direct shift = -1.260 eV, indirect shift = 3.002 eV
Au 5d5/2: mean radius, large c = 1.580 bohr, physical c = 1.659 bohr
onset difference Ag - Au (input) = 1.3 eV
Ag onset (input) = 3.7 eV = 335 nm
Ag rough onset without relativity: 4.8 eV from orbital gap, 5.0 eV from promotion
Au onset (input) = 2.4 eV = 517 nm
Au rough onset without relativity: 5.8 eV from orbital gap, 6.2 eV from promotion
photon energy at 400 nm = 3.10 eV
```
